# Thermal Resistance of an Isothermal Circular Drain Heater on a Half-Space

**Theorem.** A homogeneous, isotropic solid of constant thermal conductivity $\kappa$ fills $z>0$. A disc of radius $a$ on its surface is held at a uniform temperature rise $\Theta$ above the distant solid, and the rest of the surface passes no heat. In steady conduction obeying Fourier's law, the heat $P$ entering through the disc and the thermal resistance $R$ are

$$P=4\kappa a\Theta,\qquad R=\frac{\Theta}{P}=\frac{1}{4\kappa a}.$$

With $\rho$ the distance from the axis, the temperature rise in the solid and the heat flux into it under the disc are

$$\theta(\rho,z)=\frac{2\Theta}{\pi}\,\mathrm{Im}\,\mathrm{arcsinh}\frac{z+ia}{\rho},\qquad q(\rho)=\frac{2\kappa\Theta}{\pi\sqrt{a^2-\rho^2}} .$$

The disc models a roughly circular heated region at the drain of a transistor, where hot carriers give their energy to the lattice. It does not describe a drain shaped as a long strip. This region can be wider than the drain contact. Here $\theta$ is the rise of the lattice temperature, not of the carrier temperature.

## The boundary problem

Fourier's law gives the heat current $-\kappa\nabla\theta$. In the steady state it has no divergence inside the solid, so $\nabla^2\theta=0$. The boundary conditions are

$$\theta=\Theta\ (z=0,\ \rho<a),\qquad \partial_z\theta=0\ (z=0,\ \rho>a),\qquad \theta\to0\ \text{far away}.$$

The surface carries a temperature condition on one part and a flux condition on the other. We admit bounded solutions that fall off as $1/r$, with gradient as $1/r^2$, at large distance $r=\sqrt{\rho^2+z^2}$. At a small distance $\delta$ from the disc's edge the gradient may grow as $\delta^{-1/2}$.

**Lemma 1 (uniqueness).** There is at most one such solution.

*Proof.* Let $w$ be the difference of two solutions. Since $\nabla\cdot(w\nabla w)=|\nabla w|^2$, the integral of $|\nabla w|^2$ over the solid equals a surface integral of $w$ times its normal derivative. On the disc $w=0$; on the rest of the surface $\partial_zw=0$. A large hemisphere contributes at most of order $r^2\cdot r^{-1}\cdot r^{-2}\to0$. A thin tube around the edge has area of order $\delta$ and contributes at most of order $\delta\cdot\delta^{-1/2}\to0$. Hence $\nabla w=0$, and $w$ is constant. It vanishes far away, so $w=0$. ∎

## Sources at complex depth

**Lemma 2.** For $z>0$ and real $t$, the function

$$f(\rho,z+it)=\frac{1}{\sqrt{\rho^2+(z+it)^2}},\qquad \mathrm{Re}\sqrt{\cdots}>0,$$

is smooth and satisfies Laplace's equation.

*Proof.* Put $\zeta=z+it$ and $s=\rho^2+\zeta^2$. The imaginary part of $s$ is $2zt$, which vanishes only at $t=0$, where $s=\rho^2+z^2>0$. Thus $s$ never meets zero or the negative real axis, and the root is smooth. Differentiation gives

$$\partial_\rho^2f=-s^{-3/2}+3\rho^2s^{-5/2},\qquad \frac{1}{\rho}\partial_\rho f=-s^{-3/2},\qquad \partial_z^2f=-s^{-3/2}+3\zeta^2s^{-5/2}.$$

The sum is $-3s^{-3/2}+3(\rho^2+\zeta^2)s^{-5/2}=0$. ∎

We superpose these functions with an even real weight $\phi(t)$:

$$\theta(\rho,z)=\frac12\int_{-a}^{a}\phi(t)\,f(\rho,z+it)\,dt .$$

This is harmonic. It is also real, because $t$ and $-t$ contribute complex conjugates.

**Lemma 3.** The disc condition $\theta(\rho,0)=\Theta$ for $\rho<a$ requires $\phi=2\Theta/\pi$.

*Proof.* Let $z\to0^+$. For $|t|<\rho$, $f\to1/\sqrt{\rho^2-t^2}$. For $|t|>\rho$, $s$ approaches the negative number $-(t^2-\rho^2)$ from above if $t>0$ and from below if $t<0$. The root with positive real part therefore tends to $i\,\mathrm{sgn}(t)\sqrt{t^2-\rho^2}$, and

$$f\to\frac{-i\,\mathrm{sgn}(t)}{\sqrt{t^2-\rho^2}} .$$

This is odd in $t$, so it cancels against the even weight. The limit may be taken under the integral, because

$$|s|^2=(\rho^2-t^2)^2+2z^2(\rho^2+t^2)+z^4\ge(\rho^2-t^2)^2,$$

so $|f|$ stays below the integrable function $|\rho^2-t^2|^{-1/2}$. What remains is an Abel equation:

$$\int_0^\rho\frac{\phi(t)\,dt}{\sqrt{\rho^2-t^2}}=\Theta .$$

Multiply by $\rho/\sqrt{x^2-\rho^2}$, integrate over $\rho$ from $0$ to $x<a$, and exchange the order of integration on the left. The inner integral is

$$\int_t^x\frac{\rho\,d\rho}{\sqrt{x^2-\rho^2}\sqrt{\rho^2-t^2}}=\int_0^{\pi/2}d\alpha=\frac{\pi}{2},$$

by the substitution $\rho^2=t^2+(x^2-t^2)\sin^2\alpha$. It gives $\rho\,d\rho=(x^2-t^2)\sin\alpha\cos\alpha\,d\alpha$, while the product of the roots is $(x^2-t^2)\sin\alpha\cos\alpha$. On the right, $\Theta\int_0^x\rho\,d\rho/\sqrt{x^2-\rho^2}=\Theta x$. Hence $\frac{\pi}{2}\int_0^x\phi\,dt=\Theta x$, and differentiation in $x$ gives $\phi=2\Theta/\pi$. Conversely, this constant satisfies the Abel equation, because $\int_0^\rho dt/\sqrt{\rho^2-t^2}=\pi/2$, so the disc condition is met. ∎

## Proof of the theorem

**Temperature.** With the constant weight, use

$$\frac{d}{dt}\mathrm{arcsinh}\frac{z+it}{\rho}=\frac{i/\rho}{\sqrt{1+(z+it)^2/\rho^2}}=i f .$$

The integral of $f$ from $-a$ to $a$ is thus $-i$ times the difference of two complex conjugates, or $-i\cdot2i\,\mathrm{Im}\,\mathrm{arcsinh}[(z+ia)/\rho]$. Multiplication by $\Theta/\pi$ gives the stated $\theta$.

**Flux.** Since $f$ depends on $z+it$, $\partial_zf=-i\,\partial_tf$. The $t$ integral of the derivative is then immediate:

$$\partial_z\theta=\frac{\Theta}{\pi}(-i)\left[f(\rho,z+ia)-f(\rho,z-ia)\right]=\frac{2\Theta}{\pi}\,\mathrm{Im}f(\rho,z+ia).$$

At $z\to0^+$ and $\rho>a$, $f$ is real, so no heat crosses the free surface. For $\rho<a$, the limit found in Lemma 3 gives $\mathrm{Im}f=-1/\sqrt{a^2-\rho^2}$. The flux into the solid, $q=-\kappa\,\partial_z\theta$, is positive and has the stated form.

Near the edge $s\approx2a[(\rho-a)+iz]$, so the gradient grows as $\delta^{-1/2}$, as Lemma 1 allows. At large $r$, $f\to1/r$ and

$$\theta\to\frac{2a\Theta}{\pi r}.$$

The solution therefore belongs to the admitted class and is the unique one.

**Total heat.** Integration over the disc gives

$$P=\int_0^a2\pi\rho\,q\,d\rho=4\kappa\Theta\int_0^a\frac{\rho\,d\rho}{\sqrt{a^2-\rho^2}}=4\kappa a\Theta .$$

The far field carries the same heat: its radial flux $2\kappa a\Theta/(\pi r^2)$ times the hemisphere area $2\pi r^2$ is again $4\kappa a\Theta$. ∎

**Remark (scaling).** The resistance falls as $1/a$, not as the inverse area $1/a^2$. A larger disc offers more area, but its heat must also spread over a distance that grows with $a$.

**Remark (two lines through the field).** On the axis $f=1/(z+it)$, whose integral over $t$ gives $\theta=(2\Theta/\pi)\arctan(a/z)$. The rise is half of $\Theta$ at depth $a$. On the surface outside the disc, $\theta=(2\Theta/\pi)\arcsin(a/\rho)$, which is $\Theta/3$ at $\rho=2a$.

## What the isothermal condition does

**Proposition.** Among heat fluxes through the disc with the same total $P$, the isothermal one minimizes $\int q\,\theta\,dA$.

*Proof.* Let $q_0$ be the isothermal flux and $q_0+g$ another, with $\int g\,dA=0$. Let $w$ be the temperature change caused by $g$. Then

$$\int(q_0+g)(\Theta+w)\,dA=P\Theta+\Theta\int g\,dA+\int q_0w\,dA+\int gw\,dA .$$

The second term is zero. Green's identity for the two harmonic functions $\theta$ and $w$ gives $\int q_0w\,dA=\int g\,\Theta\,dA=0$. The last term equals $\kappa\int|\nabla w|^2dV\ge0$. ∎

For a uniform flux, $\int q\theta\,dA/P$ is the mean temperature rise of the disc. A point source $P$ on the surface produces $P/(2\pi\kappa r)$, so the mean rise requires the average inverse distance of two random points on the disc. In units of $a$, two unit discs shifted by $s$ overlap in the area $A(s)=2\arccos(s/2)-s\sqrt{1-s^2/4}$, and the distance has probability density $2sA(s)/\pi$. With $s=2\cos\alpha$,

$$\left\langle\frac1s\right\rangle=\frac{2}{\pi}\int_0^2A\,ds=\frac2\pi\left(4-\frac43\right)=\frac{16}{3\pi},\qquad R_{\rm mean}=\frac{1}{2\pi\kappa a}\,\frac{16}{3\pi}=\frac{8}{3\pi^2\kappa a}.$$

This is 8.1 % above $1/(4\kappa a)$. At the centre, the rise is $\int_0^a(P/\pi a^2)\,2\pi s\,ds/(2\pi\kappa s)=P/(\pi\kappa a)$, which is 27.3 % above the isothermal value at equal power.

## Example: a circular drain in silicon

Take a high-voltage silicon transistor with a central circular drain, carrying about 1 mA at 50 V. Let $a$ be the radius of the heated region, which includes the high-field ring around the drain contact. Rough typical values are $a=5$ µm, $P=50$ mW and $\kappa=150$ W/(m K) at 300 K. Here and in the corrections below, extra digits come from treating the inputs as exact. They let the arithmetic be checked and do not express the accuracy of the model. Then

$$R=\frac{1}{4(150)(5\times10^{-6})}=333.3\ \text{K/W},\qquad \Theta=(0.050)(333.3)=16.67\ \text{K}.$$

The rise is 8.33 K on the axis 5 µm down, and 5.56 K on the surface 10 µm from the axis. The mean flux is $P/(\pi a^2)=63.7$ kW/cm². At the centre $q=2\kappa\Theta/(\pi a)=P/(2\pi a^2)$, half the mean, or 31.8 kW/cm². The heat leaving beyond radius $b$ is the fraction $\sqrt{1-b^2/a^2}$ of the total; for $b=0.9a$ this is 43.6 %. The edge carries so much because heat there can also spread sideways. This share is the Fourier value for an isothermal disc. The rim beyond $0.9a$ is only 0.5 µm wide, comparable to the phonon mean free path used below. There the flux cannot exceed the ballistic emission, the edge singularity is cut off, and the share of the rim in silicon is smaller.

In a real device at this voltage, much of the heat can be released in the high-field part of the drift region around the drain contact. The flux profile depends on doping and current, and nothing forces the heated region to be isothermal. If the contact is much smaller than the heated region, using its radius alone for $a$ would overstate the rise. The uniform-flux result above shows the effect of one other flux profile at fixed radius. Heat confined to a narrow ring can raise the mean temperature of that ring by more. Heat is also released below the surface. For a uniform sheet at depth $h$, an equal image sheet at $-h$ keeps the surface adiabatic. Each sheet acts as in an infinite solid, with $P/(4\pi\kappa r)$ per point source, so

$$R_{\rm mean}=\frac{1}{4\pi\kappa a}\left[\left\langle\frac1s\right\rangle+\left\langle\frac{1}{\sqrt{s^2+(2h/a)^2}}\right\rangle\right].$$

Numerical quadrature with the density above gives, for $h=0.5$ µm, a mean rise 9.4 % below that of the uniform sheet at the surface.

## Corrections and limits

**Conductivity that depends on temperature.** Let $T_0$ be the substrate temperature, $\kappa_0=\kappa(T_0)$, and define $\psi=\kappa_0^{-1}\int_{T_0}^{T}\kappa(T')\,dT'$. Then $\kappa\nabla T=\kappa_0\nabla\psi$, so $\psi$ obeys the same boundary problem and its disc value is $P/(4\kappa_0a)$. For the model law $\kappa=\kappa_0(T_0/T)^n$ with $n\neq1$ (for $n=1$ the result is $T=T_0e^{\psi/T_0}$), integration and inversion give

$$T=T_0\left[1+(1-n)\frac{\psi}{T_0}\right]^{1/(1-n)} .$$

With $n=1.3$, a rough value for silicon, and $\psi=16.67$ K, the rise becomes 17.29 K, or 3.7 % more. The substrate temperature matters more: at 400 K the same law gives a small-signal resistance of 484.5 K/W.

**Finite wafer.** Let the back of a wafer of thickness $H$, wide compared with $H$, be an ideal heat sink. Images of alternating sign at distances $2nH$ on both sides satisfy both surface conditions. For $a\ll H$ they change the disc's temperature by

$$\sum_{n=1}^{\infty}\frac{2(-1)^nP}{2\pi\kappa(2nH)}=-\frac{P\ln2}{2\pi\kappa H},\qquad \frac{\Delta R}{R}=-\frac{2a\ln2}{\pi H}.$$

For $H=300$ µm this is $-0.74$ %. A real package adds its own resistance in series.

**Heat leaving upwards.** If oxide of conductivity $\kappa_{\rm ox}$ fills $z<0$, the mirror image of $\theta$ solves the problem there: the temperatures match at $z=0$ and neither side sends heat across outside the disc. The total is $P=4a(\kappa+\kappa_{\rm ox})\Theta$. With $\kappa_{\rm ox}=1.4$ W/(m K), $R$ falls by 0.92 %.

A metal drain lead removes more. Let it have width $W$, thickness $m$ and conductivity $\kappa_m$, and lie on oxide of thickness $b$. If the silicon beneath stays at substrate temperature, the heat balance along the lead is

$$\kappa_mWm\,\theta''=\frac{\kappa_{\rm ox}W}{b}\theta,\qquad \theta=\Theta e^{-x/\lambda},\qquad \lambda=\sqrt{\frac{\kappa_mmb}{\kappa_{\rm ox}}}.$$

The lead's conductance is $G=\kappa_mWm/\lambda$, in parallel with the silicon, so $R$ is multiplied by $1/(1+GR)$. For $W=10$ µm, $m=b=1$ µm and $\kappa_m=200$ W/(m K), $\lambda=12.0$ µm and $R$ falls by 5.3 %. This overstates the loss within the lead model, since the silicon under the first stretch of lead is itself warm.

**Phonons that do not scatter.** Fourier's law needs a phonon mean free path $\ell\ll a$. For phonons of one speed $v$ and heat capacity $C$ per volume, averaging $\cos^2$ of the angle over all directions gives $\kappa=Cv\ell/3$. Averaging the outward $\cos$ gives an emitted flux $Cv\Theta/4$. The ballistic resistance of the disc is therefore

$$R_b=\frac{4}{Cv\pi a^2}=\frac{4\ell}{3\pi\kappa a^2},\qquad \frac{R_b}{R}=\frac{16\ell}{3\pi a}.$$

Adding $R_b$ to $R$ is an interpolation between the two limits, not a solution of the transport equation. With a rough effective $\ell=0.3$ µm, it raises the resistance of the 5 µm heated region by about 10 %. For a drain of radius 50 nm, $R_b$ is about ten times the Fourier value, and $1/(4\kappa a)$ no longer describes the heating. Silicon phonons have a broad range of mean free paths, so these figures are estimates of size.

**Time to reach the steady state.** Let constant power start at time zero, and let $D=\kappa/C$ be the diffusivity, with $C$ now the full heat capacity. For $Dt\gg a^2$ the disc acts as a point source, and the rise still missing at time $t$ is

$$\int_t^\infty\frac{2P\,du}{C(4\pi Du)^{3/2}}=\frac{P}{2\pi\kappa\sqrt{\pi Dt}} .$$

Division by $P/(4\kappa a)$ gives the missing fraction $\eta=2a/(\pi\sqrt{\pi Dt})$, hence $t=(2a/\pi\eta)^2/(\pi D)$. With $C$ about 1.7 J/(cm³ K) and $\eta=0.10$, $t$ is about 4 µs. The approach is slow, as $t^{-1/2}$, because heat must fill an ever larger volume. For pulses much shorter than this, the steady resistance overstates the heating.

The corrections have different signs and are not all independent, so their sum is not a reliable improved value. For the 5 µm heated region at 300 K, each one sized here for the mean temperature is about 10 % or less. A more concentrated flux, a heated region of different radius, shape or depth, a hotter substrate or a much smaller drain can change the result by more.
